# Shrinking-core time law for self-limiting coating of a porous sphere

**Q.** You put a porous grain into precursor vapour and speak of an "uncoated core". Vapour leaks in everywhere. Why should there be a core with an edge?

**A.** Because the walls consume the vapour before it can go deeper. Consider one self-limiting half-cycle: each wall site reacts once, irreversibly, and is then inert. Let \(N\) be the number of molecules that unit pellet volume takes up at saturation, and \(\theta\) the saturated fraction of this capacity. Let \(n\) be the gas density per open pore volume. The flux per total cross-section is \(-D\nabla n\), which defines the effective diffusivity \(D\).

On bare walls, suppose that the reaction removes \(Kn\) molecules per unit pellet volume and time. In a steady plane layer \(D\,n''=Kn\), so the density decays as \(e^{-z/\ell}\) with

\[
\ell=\sqrt{D/K}.
\]

If \(\ell\) is much smaller than the pellet radius \(R\), the reaction is confined to a thin zone. Outside it the walls are saturated; inside it they are bare. I idealise the zone as a sphere of radius \(r_c\), with \(n=0\) there, and write \(x=r_c/R\). The coated volume fraction is \(1-x^3\).

If instead \(\ell\gg R\), gas of density \(n_0\) fills the whole grain and every site sees the same supply. Then \(N\,d\theta/dt=Kn_0(1-\theta)\), so \(\theta=1-e^{-Kn_0t/N}\) throughout, and there is no core.

**Q.** Grant the thin zone. The gas must still find its way through a shell that grows all the time. How do you get its profile without solving a time-dependent problem?

**A.** I assume that the gas held in the shell is a small part of what the walls have consumed. Almost everything that enters at \(R\) then arrives at \(r_c\), and the profile is that of steady diffusion. I also take \(D\) uniform and constant in the shell, and the density at the pellet surface fixed at \(n_0\). Then

\[
\frac{d}{dr}\left(r^2\frac{dn}{dr}\right)=0
\quad\Rightarrow\quad n=a+\frac{b}{r}.
\]

The condition \(n(r_c)=0\) gives \(b=-ar_c\), and \(n(R)=n_0\) fixes \(a\):

\[
n=n_0\,\frac{1-r_c/r}{1-r_c/R}.
\]

The density rises outward, so molecules move inward. Their number per unit time is

\[
I=4\pi r^2D\frac{dn}{dr}
=\frac{4\pi Dn_0r_c}{1-r_c/R}
=\frac{4\pi Dn_0}{1/r_c-1/R}.
\]

It is independent of \(r\), as a steady current must be.

**Q.** And how does a current become a time law?

**A.** When the front moves inward by \(-dr_c\), it saturates a volume \(-4\pi r_c^2dr_c\), which takes up \(N\) molecules per unit volume. Hence

\[
-4\pi Nr_c^2\frac{dr_c}{dt}=\frac{4\pi Dn_0}{1/r_c-1/R}.
\]

Cancel \(4\pi\), multiply by \(1/r_c-1/R\), and set \(r_c=Rx\):

\[
-N\left(r_c-\frac{r_c^2}{R}\right)dr_c=Dn_0\,dt,
\qquad
-NR^2(x-x^2)\,dx=Dn_0\,dt.
\]

At \(t=0\) the whole pellet is bare, so \(x=1\). Integration gives

\[
Dn_0t=NR^2\int_x^1(y-y^2)\,dy
=NR^2\left(\frac16-\frac{x^2}{2}+\frac{x^3}{3}\right).
\]

Therefore

\[
\frac{t}{t_{\rm full}}=1-3x^2+2x^3,
\qquad
t_{\rm full}=\frac{NR^2}{6Dn_0}.
\]

Doubling the radius at fixed \(N\), \(D\) and \(n_0\) multiplies the completion time by four.

**Q.** The law puts \(x=1/2\) at half the full time. By then seven eighths of the volume is coated. Why is the last eighth so slow, if the gas has only half the radius left to cross?

**A.** The core edge speeds up near the end, but its area shrinks faster. From \(dt=-6t_{\rm full}x(1-x)dx\),

\[
\frac{dx}{dt}=-\frac{1}{6t_{\rm full}x(1-x)},
\qquad
\frac{d(1-x^3)}{dt}=-3x^2\frac{dx}{dt}
=\frac{x}{2t_{\rm full}(1-x)}.
\]

As \(x\to0\), the speed diverges while the uptake rate vanishes. The reason is geometric: a small absorbing sphere collects a current proportional to its radius.

At early times put \(x=1-y\) with \(y\ll1\). Since

\[
1-3x^2+2x^3=(1-x)^2(1+2x),
\]

the right side is nearly \(3y^2\). The depth \(Ry\) is then

\[
R\sqrt{\frac{t}{3t_{\rm full}}}=\sqrt{\frac{2Dn_0t}{N}},
\]

which is the law for a plane surface. It no longer contains \(R\).

For the radius at a given time, set \(x=\tfrac12-\sin\alpha\). Expanding the powers,

\[
1-3x^2+2x^3=\tfrac12+\tfrac32\sin\alpha-2\sin^3\alpha
=\tfrac12+\tfrac12\sin3\alpha,
\]

because \(\sin3\alpha=3\sin\alpha-4\sin^3\alpha\). Thus

\[
x=\frac12-\sin\left[\frac13\arcsin\left(\frac{2t}{t_{\rm full}}-1\right)\right].
\]

The principal arcsine takes \(\alpha\) from \(-\pi/6\) to \(\pi/6\), and so \(x\) from 1 to 0.

**Q.** A valve does not hold the pressure constant. Does the law survive a varying \(n_0(t)\)?

**A.** Yes, with exposure in place of time, as long as the gas held in the shell stays a small part of what the walls have consumed. The pressure need not vary slowly: integrated over time, the storage term leaves only the gas present at that moment. Without that small term, the local balance is \(D\nabla^2n=N\,\partial\theta/\partial t\). Integrate it from the start, with \(U(r,t)=\int_0^t n\,dt'\):

\[
D\nabla^2U=N\theta.
\]

In the shell \(\theta=1\). In the core no gas has arrived, so \(U=0\). A jump in \(U'\) at the edge would require an infinite source density there, whereas \(N\theta\) is finite; hence \(U=U'=0\) at \(r_c\). One integration gives

\[
r^2U'=\frac{N}{3D}(r^3-r_c^3),
\qquad
U'=\frac{N}{3D}\left(r-\frac{r_c^3}{r^2}\right),
\]

and a second gives

\[
U=\frac{N}{6D}\left(r^2+\frac{2r_c^3}{r}-3r_c^2\right).
\]

At the surface \(U(R)=\int n_0dt\), so

\[
\int_0^t n_0\,dt'=\frac{NR^2}{6D}(1-3x^2+2x^3).
\]

For constant \(n_0\) this is the earlier law, found without following the front.

**Q.** You dropped the gas stored in the shell. Coated walls can also hold molecules reversibly. How much does that cost?

**A.** Let the shell hold \(Hn\) molecules per unit pellet volume, gas plus reversible adsorption with a linear isotherm. Take \(n_0\) constant again and define \(\delta=Hn_0/N\). The balance acquires a term \(H\partial n/\partial t\), and its time integral in the shell is

\[
D\nabla^2U=N+Hn.
\]

For any source \(S\) on the right, integrating twice outward from \(r_c\) and exchanging the order of integration gives

\[
U(R)=\frac1D\int_{r_c}^{R}S(r)\,r^2\left(\frac1r-\frac1R\right)dr.
\]

To first order in \(\delta\), I may insert the steady profile in the small term. With \(r=Ry\), its contribution is

\[
\frac{Hn_0R^2}{D}\int_x^1\frac{(1-y)(y-x)}{1-x}\,dy
=\frac{Hn_0R^2}{6D}(1-x)^2,
\]

since the integral of \((1-y)(y-x)\) is \((1-x)^3/6\). Dividing by \(n_0t_{\rm full}=NR^2/6D\),

\[
\frac{t}{t_{\rm full}}=(1-x)^2(1+2x+\delta).
\]

I do not trust this expansion very near the centre, but a bound helps there. Since \(0\le n\le n_0\), the integral for \(U(R)\) at closure puts the completion time between \(t_{\rm full}\) and \((1+\delta)t_{\rm full}\).

A numerical solution of the time-dependent equations, with \(\delta=0.1\) and \(R/\ell=60\), tested the added time. It was 0.966, 0.982 and 0.999 of \(\delta(1-x)^2t_{\rm full}\) at \(x=0.3\), 0.5 and 0.7. Part of this closeness comes from the finite width of the front: with \(R/\ell=240\) the ratios are 0.962, 0.976 and 0.983, and the remaining shortfall is of higher order in \(\delta\).

**Q.** Vapour must also reach the grain from outside. At the first instant your shell has no resistance and your current is infinite.

**A.** That infinity is removed by the outside resistance. Let the surface density be \(n_s\), and let the gas outside deliver \(h(n_0-n_s)\) molecules per unit area and time. Neglecting storage again, everything delivered has been taken up:

\[
4\pi R^2h\int_0^t(n_0-n_s)\,dt'=\frac{4\pi}{3}N(R^3-r_c^3).
\]

The earlier result for \(U(R)\) now gives \(\int n_sdt\). For constant \(n_0\), adding the two integrals and dividing by \(n_0t_{\rm full}\) yields

\[
\frac{t}{t_{\rm full}}=1-3x^2+2x^3+\frac{2}{\mathrm{Bi}}(1-x^3),
\qquad \mathrm{Bi}=\frac{hR}{D}.
\]

When \(\mathrm{Bi}\ll1\), the last term dominates at every \(x<1\), because \(1-3x^2+2x^3\le1-x^3\). The completion time tends to \(NR/(3hn_0)\), linear in \(R\) at fixed \(h\). "Diffusion-limited" must therefore mean limited by diffusion inside the grain. In a numerical solution with \(\mathrm{Bi}=10\), the added time agreed with this term within \(4.4\times10^{-6}t_{\rm full}\) at \(x=0.3\), 0.5, 0.7 and 0.9.

**Q.** The front itself is still an idealisation. What is the price of a finite reaction rate?

**A.** Take the rate as \(Kn(1-\theta)\) and define \(\varphi=R/\ell\), so \(\varphi^2=KR^2/D\). From \(N\partial\theta/\partial t=Kn(1-\theta)\),

\[
\theta=1-e^{-\psi},\qquad \psi=\frac{K}{N}U.
\]

With lengths in units of \(R\), \(D\nabla^2U=N\theta\) becomes

\[
\nabla^2\psi=\varphi^2(1-e^{-\psi}).
\]

For a plane front, multiply by \(\psi'\) and integrate from the bare side, where \(\psi=\psi'=0\):

\[
\tfrac12\psi'^2=\varphi^2(\psi-1+e^{-\psi}).
\]

The total uptake is proportional to the surface value of \(\psi'\), because \(\int\theta\,dr=\psi'/\varphi^2\). Behind a thick coated layer \(e^{-\psi}\) is negligible, and \(\psi'=\varphi\sqrt{2(\psi_s-1)}\), where \(\psi_s\) is the surface value of \(\psi\). A sharp front would give \(\varphi\sqrt{2\psi_s}\). Equal uptake thus needs one extra unit of \(\psi_s\), which is a time \(N/(Kn_0)\), or

\[
\frac{\Delta t}{t_{\rm full}}
=\frac{N}{Kn_0}\,\frac{6Dn_0}{NR^2}
=\frac{6}{\varphi^2}.
\]

**Q.** That was a plane. Your pellet is a sphere.

**A.** In the sphere \(\psi_s=\varphi^2\int\theta\,r(1-r)\,dr\). Let \(\theta_0\) be the sharp step with the same uptake \(\int\theta r^2dr\). The delay in \(\psi_s\) is then

\[
\varphi^2\int(\theta-\theta_0)\,r^2\,\frac1r\,dr.
\]

Expand \(1/r=1/x-(r-x)/x^2+\dots\) about the front. The first term vanishes by equal uptake. With \(r^2\approx x^2\) in the thin zone, the second leaves \(-\varphi^2\int(\theta-\theta_0)(r-x)\,dr\). This is also the planar delay, for which \(\psi_s=\varphi^2\int\theta(1-r)dr\); we have just found it to be 1. The leading delay is therefore unchanged if the zone is thin beside both the core and the shell.

Solving the spherical equation with the core edge near \(x=0.5\) gave delays of 1.032 units for \(\varphi=100\) and 1.008 for \(\varphi=400\). For the whole law, coverage was also followed in time at \(\varphi=60\) without assuming a front, with gas storage neglected (\(\delta=0\)) and \(x\) defined by uptake. At \(x=0.3\), 0.5, 0.7 and 0.9, the times differed from the law plus \(6/\varphi^2\) by at most \(1.5\times10^{-4}t_{\rm full}\). With an outer density proportional to \(1+0.8\sin(7t/t_{\rm full})\), the exposure agreed equally well, as it must without storage. With storage and a pulsed supply the deviation is of order \(\delta(1-x)^2\), with \(\delta\) taken at the peak density.

At the centre the sharp closing time is replaced by a gradual approach to saturation. The central \(\psi\) lies below \(\psi_s\) by \(\varphi^2\int_0^1\theta\,r(1-r)\,dr\). Since \(\theta\le1\), this is at most \(\varphi^2/6\), which corresponds to the time \(t_{\rm full}\). Coverage of 99% means \(\psi=\ln100\), so reaching it at the centre needs at most \(\ln100\) further units of \(N/(Kn_0)\) beyond \(t_{\rm full}\).

**Q.** Give me a process. And do not hide the diffusivity in a symbol.

**A.** Take the water half-cycle of alumina deposition in a mesoporous silica-gel grain. The walls carry methyl groups from the preceding aluminium precursor; water replaces them by hydroxyls and oxygen bridges and releases methane. The "coated" region is the part converted by water.

At low pressure molecules in a narrow pore hit walls, not each other. Model the pore as a long cylinder of diameter \(d\), from whose wall molecules leave by the cosine law. Let \(\vartheta\) be the angle from the axis and \(\alpha\) the azimuth from the inward normal. The normal component of direction is \(\sin\vartheta\cos\alpha\), the flight length is \(l=d\cos\alpha/\sin\vartheta\), and the probability is \(\sin\vartheta\cos\alpha\,d\Omega/\pi\), with \(d\Omega=\sin\vartheta\,d\vartheta\,d\alpha\). Hence

\[
\langle l\rangle=\frac d\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\!\alpha\,d\alpha\int_0^\pi\!\sin\vartheta\,d\vartheta=d,
\]

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\alpha\,d\alpha\int_0^\pi\!\cos^2\!\vartheta\,d\vartheta
=\frac{d^2}{\pi}\,\frac43\,\frac\pi2=\frac{2d^2}{3}.
\]

Molecules leaving a wall have speeds weighted by speed itself, so their mean inverse speed is \(1/v\), where \(v=\sqrt{8k_BT/\pi m}\) is the gas mean speed. The mean flight time is \(d/v\). Successive axial steps are independent with zero mean, so

\[
D_K=\frac{\langle z^2\rangle}{2d/v}=\frac{dv}{3},
\qquad D=\frac{\varepsilon D_K}{\tau},
\]

where \(\varepsilon\) is porosity and \(\tau\) tortuosity. The wall area per pellet volume is \(4\varepsilon/d\). With \(s\) molecules taken up per wall area, \(N=4\varepsilon s/d\), and

\[
t_{\rm full}=\frac{4\varepsilon s}{d}\,\frac{3\tau R^2}{6\varepsilon dvn_0}
=\frac{2\tau sR^2}{d^2vn_0}.
\]

Porosity cancels at fixed \(d\), \(s\) and \(\tau\): more pores carry more gas but expose more wall.

**Q.** Now the numbers, please.

**A.** I use rough typical values: \(R=100\) µm, \(d=10\) nm, \(\varepsilon=0.6\), \(\tau=3\), \(s=5\) nm\(^{-2}\), 450 K and 1 Torr of water. Then \(v=727\) m/s and \(n_0=2.146\times10^{16}\) cm\(^{-3}\). The diffusivities are \(D_K=0.0242\) cm²/s and \(D=0.6(0.02424)/3=0.00485\) cm²/s. The capacity is \(N=5\times0.24=1.2\) nm\(^{-3}\), or \(1.2\times10^{21}\) cm\(^{-3}\). Thus

\[
t_{\rm full}=\frac{(1.2\times10^{21})(0.01)^2}{6(0.004848)(2.146\times10^{16})}\ \mathrm{s}
\approx190\ \mathrm{s}.
\]

This is about 3.2 min, or an exposure of 190 Torr s. Half the volume is coated after 21 s, 87.5% after 96 s and 99.2% after about 170 s. Stopping at 96 s would save half the exposure but leave a bare core 100 µm across.

**Q.** Which neglected effect hurts most?

**A.** For one grain with a single pore width at fixed outer pressure, the largest of those I sized is the finite size of the molecule. The centre of a hard sphere of diameter \(\sigma\) moves in a cylinder of diameter \(d-\sigma\). The accessible area scales as \((d-\sigma)^2\) and the Knudsen diffusivity as \(d-\sigma\), so the time grows by \((1-\sigma/d)^{-3}\). For \(\sigma=0.3\) nm this is 1.10.

Reversibly held water, taken as 0.2 nm\(^{-2}\) at the outer pressure, gives \(\delta=0.04\), hence at most 4% more time in the linear model. The pore gas alone has \(\delta\approx10^{-5}\).

For the reaction, let a fraction \(\beta=10^{-4}\) of impacts on bare wall succeed. Then \(K=(4\varepsilon/d)\beta v/4=\varepsilon\beta v/d\), and

\[
\varphi^2=\frac{\varepsilon\beta v}{d}\,\frac{3\tau R^2}{\varepsilon dv}
=\frac{3\tau\beta R^2}{d^2}=9\times10^4.
\]

So \(\varphi=300\), the front length \(\ell\) is about 0.33 µm, and the delay is 0.007% of \(t_{\rm full}\). Even \(\beta=10^{-6}\) would raise the delay of the front only to 0.7% at leading order (0.7 to 0.9% for \(x\) from 0.9 to 0.2), although 99% coverage at the centre would then come about 3% after \(t_{\rm full}\).

The mean free path outside is roughly 0.1 mm for a 0.3 nm hard sphere (about 0.07 mm from the viscosity of steam), comparable with the grain radius. I therefore add the kinetic and diffusive resistances, \(1/h=4/v+R/D_g\), with \(D_g\) the diffusivity of the outside gas. This rough estimate, which treats the whole outer surface as open to molecules, gives \(\mathrm{Bi}\approx2\times10^4\) and 0.01% more time. In the pores the free path is some \(10^4\) diameters, which supports the Knudsen description.

**Q.** Reaction heat? You release it quickly at the start.

**A.** Assume 1 eV per molecule, for illustration, and a grain heat capacity of 0.88 J/(cm³ K). Retaining all the heat would then warm the grain by about 220 K, an upper bound for this assumed heat. The real heat is probably larger, and the temperature rises scale with it: the small-molecule reaction H₂AlCH₃ + H₂O → H₂AlOH + CH₄ releases about 1.65 eV at the MP2 level with unoptimised geometries, which would turn 220 K and the 7 K below into about 360 K and 12 K. A uniform-temperature balance, with the law's uptake rate as source and cooling by the surrounding vapour alone (radiation omitted), gives a cooling time of 0.25 s and a peak rise near 7 K. If the vapour at the pellet surface takes the grain's temperature at fixed pressure, \(n_0\propto1/T\) and \(v\propto T^{1/2}\), so \(t_{\rm full}\propto T^{1/2}\). A 7 K rise then lowers the local rate by about 0.8%, and briefly.

**Q.** Would you set a real reactor timer to 190 s?

**A.** Not for a bed of powder. The values of \(s\), \(\tau\), \(\beta\) and the adsorbed amount are rough, and real silica gel has a spread of connected pore widths. At 450 K the water step also slows as methyl coverage falls and leaves some methyl groups behind, so a single \(\beta\) and complete first-order saturation are idealisations. In this model an 8 nm pore instead of 10 nm, all else fixed, multiplies the time by \((10/8)^2\approx1.6\). Repeated cycles also narrow the pores: 0.1 nm of growth on each wall makes the next cycle about 4% longer.

In a bed, the assumption of constant \(n_0\) can also fail. One grain consumes the water contained in 0.23 cm³ of vapour at 1 Torr, although its own volume is about \(4\times10^{-6}\) cm³. A thousand grains need 230 cm³ of such vapour. If the feed cannot replace it, the pressure falls between the grains and supply sets the time. The exposure law still applies to each grain, provided that its own surrounding density is used and is uniform over its surface. The rounded values here can be followed to more digits in the numerical output.

## Numbers as computed

```
TESTS (dimensionless)
largest law error, simulation: 1.5e-04
largest error, varying pressure: 1.5e-04
storage correction, simulated/formula at x=0.3,0.5,0.7: 0.966 0.982 0.999
largest film-correction error: 4.4e-06
reaction delay / (N/(K n0)), phi=100: 1.0316
reaction delay / (N/(K n0)), phi=400: 1.0078
extra time for 99% centre / (N/(K n0)): 4.576
flight <z^2>/d^2: 0.66667; <length>/d: 1.00000
INPUTS (rough typical values)
temperature: 450 K; pressure: 1.0 Torr
H2O mass: 18.015 u
grain radius: 100 um; pore diameter: 10 nm
porosity: 0.60; tortuosity: 3.0
wall capacity: 5.0 molecules/nm2
reaction probability: 1e-04
reversibly adsorbed H2O: 0.2 molecules/nm2
molecular diameter: 0.3 nm; growth: 0.1 nm/cycle
reaction heat: 1.0 eV/molecule
gas conductivity: 0.03 W/(m K)
skeleton density: 2.2 g/cm3
skeleton specific heat: 1.0 J/(g K)
MAIN RESULTS
mean molecular speed: 727.2 m/s
outer gas density: 2.1459e+16 cm^-3
impingement rate: 3.9014e+20 cm^-2 s^-1
Knudsen diffusivity: 0.02424 cm2/s
effective diffusivity: 0.004848 cm2/s
wall area per volume: 0.240 nm^-1
capacity per pellet volume: 1.200e+21 cm^-3
full coating time: 192.2 s = 3.20 min
full exposure: 192.2 Torr s
x, coated fraction, t/t_full, time in s:
0.9000  0.2710  0.0280  5.38
0.7937  0.5000  0.1101  21.17
0.5000  0.8750  0.5000  96.12
0.2000  0.9920  0.8960  172.24
0.0000  1.0000  1.0000  192.24
NEGLECTED EFFECTS
gas storage delta: 1.07e-05; adsorbed delta: 0.040
outside mean free path: 117 um; path/pore: 11654
film Biot number: 22817; full-time increase: 0.0088 %
phi: 300.0; front length R/phi: 333 nm
reaction delay 6/phi^2: 6.67e-05 of full time
extra time for 99% centre coverage: 0.059 s
full-time factor, finite molecular size: 1.096
full-time factor after one growth cycle: 1.041
adiabatic heating bound: 218 K
grain cooling time: 0.253 s; peak heating: 7.3 K
outer gas consumed by one grain: 0.234 cm3
```
